\section*{Bordering the Slater APW matrix to replace a logarithmic-derivative pole, part 2}

In Slater's APW equation $Mx=0$, the logarithmic derivative $D=Ru'(R)/u(R)$ of one channel $l$ has a pole at $E_n$. A border removes it; which functions do its rows represent?

Hartree atomic units; sphere radius $R$, potential $V(r)$ inside, zero outside; real $Y_{lm}$; prime $d/dr$, dot $\partial/\partial E$; $\langle f|g\rangle=\int_0^Rfg\,r^2dr$. $H_l$ is the radial Hamiltonian, $u(r,E)$ its regular solution, $\hat u=u/u(R)$. At $E_n$, $u=\varphi$, normalized, with $\varphi(R)=0$, $s=\varphi'(R)$, $b=\tfrac12R^2s$.

APWs are plane waves $\mathbf K=\mathbf k+\mathbf G$ outside, $\sum_{lm}i^lA_{lm}(\mathbf K)\hat u_lY_{lm}$ inside, $l\le l_{\max}$. $M$ is the matrix of $a_E(f,g)=\int_{\rm cell}[\tfrac12\nabla f^*\cdot\nabla g+(V-E)f^*g]d^3r$; its interstitial part is $(\tfrac12\mathbf K\cdot\mathbf K'-E)\Theta_{\mathbf K\mathbf K'}$, with $\Theta$ the interstitial overlap. The radial form obeys
\begin{equation}
a(f,g)=\tfrac12R^2f(R)g'(R)+\int_0^Rf\,(H_l-E)g\,r^2dr, \label{green}
\end{equation}
so $a(\hat u,\hat u)=\tfrac12RD$. Also
\begin{equation}
\dot u(R)=\frac{2}{R^2s}. \label{udot}
\end{equation}
\begin{equation}
D(E)=\frac{\rho}{E-E_n}+\tilde D(E),\qquad \rho=\frac{Rs}{\dot u(R)}=\tfrac12R^3s^2, \label{split}
\end{equation}
\begin{equation}
\frac{dD}{dE}=R\,\frac{\dot u'u-u'\dot u}{u^2}=-\frac{2}{R\,u(R)^2}\int_0^Ru^2r^2dr
=-\frac2R\int_0^R\hat u^2r^2dr. \label{slope}
\end{equation}
$\tilde M$ is $M$ with $\tilde D$ for $D$; $A$ has rows $m$, columns $\mathbf K$. The bordered problem is
\begin{equation}
\mathcal K(E)\begin{pmatrix}x\\c\end{pmatrix}=0,\qquad
\mathcal K(E)=\begin{pmatrix}\tilde M&B^T\\B&(E_n-E)\mathbf 1\end{pmatrix},\qquad B=bA. \label{K}
\end{equation}
With $\delta=E_n-E$,
\begin{equation}
\mathcal K=\begin{pmatrix}1&\delta^{-1}B^T\\0&1\end{pmatrix}
\begin{pmatrix}M&0\\0&\delta\mathbf 1\end{pmatrix}
\begin{pmatrix}1&0\\\delta^{-1}B&1\end{pmatrix}. \label{fact}
\end{equation}
\begin{equation}
\det\mathcal K(E)=(E_n-E)^{2l+1}\det M(E). \label{det}
\end{equation}
Eliminating $c$ (the Schur complement) restores $M$, also after $B\to TB$, corner $\to\delta\,TT^T$, with $T$ invertible. Eliminating $x$ gives the weak-coupling formula $(E-E_n)c=-\tfrac14R^4s^2A\tilde M^{-1}A^Tc$.

Trial local orbitals $i^l\varphi Y_{lm}$, zero outside, give the corner, $a(\varphi,\varphi)=E_n-E$. But $\varphi(R)=0$ and $(H_l-E)\hat u=0$ give
\begin{equation}
a(\varphi,\hat u)=0. \label{zero}
\end{equation}

Example: $V=-V_0(1-r^2/R^2)^2$, $V_0=4$ hartree, $R=2$ bohr; lowest $l=2$ Dirichlet level $E_n=2.663085$ hartree, $|s|=1.140015\ \mathrm{bohr}^{-5/2}$.

Q: Zero, while your border is $bA$. Your identification has failed.

A: It shows that the upper rows of $\mathcal K$ do not belong to the original APWs. In the basis of APWs and local orbitals the matrix is the middle factor of (\ref{fact}), with blocks $M$ and $\delta\mathbf 1$. The outer factors of (\ref{fact}) are a change of basis, and they say which one. To see its meaning, evaluate $a(\hat u,\varphi)$ in the other order. Now $\hat u(R)=1$ multiplies $s$:
\begin{equation}
0=a(\hat u,\varphi)=\tfrac12R^2s+(E_n-E)\langle\hat u|\varphi\rangle
\quad\Rightarrow\quad \langle\varphi|\hat u\rangle=\frac{b}{E-E_n}. \label{ov}
\end{equation}
As $E$ approaches $E_n$ the APW contains a diverging amount of $\varphi$. Take that part out:
\begin{equation}
\chi=\hat u-\frac{b}{E-E_n}\varphi,\qquad \chi(R)=1,\qquad\langle\varphi|\chi\rangle=0. \label{chi}
\end{equation}
The boundary value is unchanged, so $\chi$ joins on to the plane wave as $\hat u$ did. With (\ref{zero}) the elements are
\begin{align}
a(\varphi,\chi)&=0-\frac{b}{E-E_n}(E_n-E)=b,\\
a(\chi,\chi)&=\tfrac12RD-0+\frac{b^2}{(E-E_n)^2}(E_n-E)
=\tfrac12RD-\frac{b^2}{E-E_n}=\tfrac12R\tilde D .
\end{align}
The last step uses $b^2=\tfrac12R\rho$. An APW carries $\chi$ with amplitude $A_{lm}(\mathbf K)$, so its coupling to the local orbital is $bA_{lm}(\mathbf K)$. All blocks of $\mathcal K$ are now accounted for. It is the matrix of $a_E$ in the basis of APWs freed of their $\varphi$ part and of the $2l+1$ local orbitals $i^l\varphi Y_{lm}$. The freedom of the matrix $T$ is the freedom to choose other linear combinations of these orbitals.

Q: Does quadrature with the actual radial functions agree?

A: At $E=E_n+0.05$ hartree, integrals of the explicit functions give $a(\varphi,\varphi)=-0.05000$ hartree and $|a(\varphi,\chi)|=2.28003$ hartree\,bohr$^{3/2}$. The latter should be
\begin{equation}
|b|=\tfrac12\times2^2\times1.140015=2.28003 ,
\end{equation}
in the same unit. They also give $a(\chi,\chi)=1.00046$ hartree\,bohr$^3$, equal to $\tfrac12R\tilde D$ to the digits shown. For a crystal I place the sphere in a simple cubic cell of edge $4.4$ bohr, use $251$ APWs and set $l_{\max}=16$. Eliminating the border built from these integrals restores every element of $M$ to within $6\times10^{-12}$ hartree.

Q: Equation (\ref{chi}) is a difference of two diverging terms at $E_n$. What is $\chi$ there?

A: Let $P$ remove the $\varphi$ component, $Pf=f-\varphi\langle\varphi|f\rangle$. Then $\chi=Pu/u(R)$. With $\varepsilon=E-E_n$ we have $u=\varphi+\varepsilon\dot u+O(\varepsilon^2)$. Since $P\varphi=0$ and $\varphi(R)=0$,
\begin{equation}
\chi=\frac{\varepsilon P\dot u+O(\varepsilon^2)}{\varepsilon\dot u(R)+O(\varepsilon^2)}
\;\longrightarrow\;\frac{\dot\varphi}{\dot\varphi(R)}=b\,\dot\varphi,\qquad \dot\varphi=P\dot u .
\end{equation}
The last form uses $\dot\varphi(R)=\dot u(R)=2/(R^2s)=1/b$ from (\ref{udot}). At the pole the function that carries the boundary value is the energy derivative of $\varphi$, made orthogonal to $\varphi$.

This also gives $\tilde D$ a meaning. Applying $H_l-E$ to (\ref{chi}) yields
\begin{equation}
(H_l-E)\chi=-\frac{b}{E-E_n}(E_n-E)\varphi=b\varphi ,
\end{equation}
so by (\ref{green}) $a(\chi,\chi)=\tfrac12R^2\chi'(R)+b\langle\chi|\varphi\rangle=\tfrac12R^2\chi'(R)$. Comparison with $\tfrac12R\tilde D$ gives $\tilde D=R\chi'(R)$, the logarithmic derivative of $\chi$. In the example $\tilde D(E_n)$ and $R\dot\varphi'(R)/\dot\varphi(R)$ are both $1.055991$, the first from a contour integral of $D$, the second from the radial functions.

Q: You have enlarged the trial space by $2l+1$ functions. Better functions should lower the energies. How can the roots stay the same?

A: Because of (\ref{zero}). For $E\ne E_n$ the new functions do not couple to the original APWs through $a_E$. The APWs already solve the Schr\"odinger equation inside the sphere at energy $E$, and a function that vanishes at $R$ cannot improve on that. The enlargement matters at $E_n$ itself, where the original functions do not exist.

Q: What is the normalization of a vector $(x,c)$? You will want to say how much local orbital a state contains.

A: The overlap matrix is $-d\mathcal K/dE$. The interstitial part of $M$ contributes $\Theta$. In every other channel $-\tfrac12R\,dD_{l'}/dE=\langle\hat u_{l'}|\hat u_{l'}\rangle$ by (\ref{slope}). In the chosen channel, differentiate (\ref{split}) and use (\ref{slope}), (\ref{ov}) and the orthogonality in (\ref{chi}):
\begin{equation}
\begin{aligned}
\frac{d\tilde D}{dE}&=-\frac2R\langle\hat u|\hat u\rangle+\frac{\rho}{(E-E_n)^2}\\
&=-\frac2R\Big[\langle\chi|\chi\rangle+\frac{b^2}{(E-E_n)^2}\Big]+\frac{\rho}{(E-E_n)^2}
=-\frac2R\langle\chi|\chi\rangle ,
\end{aligned}
\end{equation}
because $2b^2/R=\rho$. The corner gives the unit matrix and the constant border gives zero, which are the norm of $\varphi$ and its orthogonality to $\chi$. For a state normalized with $S=-d\mathcal K/dE$, the sum $\sum_m|c_m|^2$ is therefore its weight in the functions $\varphi Y_{lm}$.

Q: $M$ has $2l+1$ eigenvalues that run to infinity at $E_n$ and come back with the other sign. Can I still count states by counting negative eigenvalues?

A: Yes, with a correction. Consider the space $W$ of functions whose interstitial part is a combination of the chosen plane waves and whose inner part is arbitrary for $l\le l_{\max}$, apart from matching at $R$. $W$ does not depend on $E$, so the number $N(E)$ of its energies below $E$ is the number of negative directions of $a_E$ on it. Let $E$ differ from all Dirichlet levels. Each function in $W$ is a combination of APWs plus a function $\eta$ that vanishes at $R$. By the argument of (\ref{zero}), $\eta$ does not couple to the APWs. Expanded in Dirichlet states with levels $E_j$, its own form is $\sum_j(E_j-E)|\eta_j|^2$. Hence
\begin{equation}
N(E)=\operatorname{neg}M(E)+\sum_{l'}(2l'+1)\,n_{l'}(E),
\end{equation}
where neg counts negative eigenvalues and $n_{l'}$ counts Dirichlet levels below $E$. A congruence such as (\ref{fact}) preserves the number of negative eigenvalues, so
\begin{equation}
\operatorname{neg}\mathcal K=\operatorname{neg}M+(2l+1)\quad(E>E_n),\qquad
\operatorname{neg}\mathcal K=\operatorname{neg}M\quad(E<E_n).
\end{equation}
Counting with $\mathcal K$ means leaving the bordered level out of the sum, and the jump at $E_n$ is gone.

Q: Show me with bands.

A: Take $\mathbf k_1=(0.5,0.3,0.2)\,\pi/a$, with $a$ the cell edge. Near the pole the bordered matrix gives the energies in the second column. The third comes from an independent calculation that expands the wave function and the full potential in plane waves throughout the cell:

\begin{center}
\begin{tabular}{rrr}
band & bordered (hartree) & plane waves (hartree)\\
21 & 2.46291 & 2.46291\\
22 & 2.59044 & 2.59043\\
23 & 2.63517 & 2.63517\\
24 & 2.80290 & 2.80289
\end{tabular}
\end{center}

The largest difference is $7\times10^{-6}$ hartree. The plane-wave values themselves moved by up to $3\times10^{-6}$ hartree when that basis was enlarged from $925$ to $1419$ functions. With $123$ APWs the largest difference is $3\times10^{-4}$ hartree, so it shrinks as the APW set grows.

From $0.05$ hartree below $E_n$ to $0.05$ above it, $\operatorname{neg}\mathcal K$ goes from $18$ to $19$. One band, number 23, lies in that interval. Over the same interval $\operatorname{neg}M$ goes from $18$ to $14$, which is $+1$ for the band and $-5$ for the pole. Below the interval there are $22$ bands; the missing $22-18=4$ are Dirichlet states of other channels, one with $l=0$ and three with $l=1$.

Q: All of this concerns energies near $E_n$. What if a band passes through $E_n$ itself? The original matrix does not exist there.

A: At $E=E_n$ the corner vanishes and (\ref{K}) reads
\begin{equation}
\tilde Mx+B^Tc=0,\qquad Ax=0 .
\end{equation}
The interstitial wave has no component of this $l$ on the sphere surface. Inside, that component is $\sum_mc_m\,i^l\varphi Y_{lm}$, with zero value and slope $c_ms$ at $R$. A state with a nonzero slope and zero value is physically ordinary. The original APW fixes the inner function by its boundary value, and here that value carries no information.

Q: Could I not find the same state from a zero of $\det M$ by approaching $E_n$ closely?

A: No. Suppose that $\mathcal K(E_n)$ has one null vector $v$. Its vanishing eigenvalue $\lambda$ changes at the rate $d\lambda/dE=-v^TSv/v^Tv$, which is negative because $S$ is an overlap matrix of independent functions. So $\det\mathcal K$ has a simple zero, and by (\ref{det}) $\det M$ behaves as $(E-E_n)/(E_n-E)^{2l+1}$ up to a constant. For $l\ge1$ it diverges with order $2l$ instead of $2l+1$; for $l=0$ the zero cancels the simple pole, and $\det M$ tends to a finite, nonzero value. The state leaves no zero, and the sole trace of it in the determinant is a pole one order weaker.

Q: That deserves a case.

A: Along a line in $\mathbf k$ space, a band meets the pole at $\mathbf k_2=(0.440008,0.264005,0.132002)\,\pi/a$. There $\mathcal K(E_n)$ has a null vector whose boundary amplitude $|Ax|$ is zero to rounding. The plane-wave calculation at $\mathbf k_2$ puts band 23 at $2.663079$ hartree, which is $6\times10^{-6}$ hartree from $E_n$. The weight $\sum_m|c_m|^2$ is $0.157$. Projecting the plane-wave eigenvector on the five functions $\varphi Y_{2m}$ also gives $0.157$. That second number knows nothing of the border, so it confirms that the new unknowns are amplitudes of Dirichlet local orbitals.

The growth of $\det M$ between two small distances from $E_n$ gives a pole order of $4.999$ at $\mathbf k_1$ and $4.001$ at $\mathbf k_2$. The expected orders for $l=2$ are $5$ and $4$.

Q: Is every root of $\mathcal K$ then a state of the crystal, within the accuracy of the basis?

A: Not if $A$ has rank $r<2l+1$. There are then $2l+1-r$ independent vectors $c$ with $A^Tc=0$. For each of them $(0,c)$ satisfies (\ref{K}) at $E=E_n$. Such a root is a local orbital alone, zero outside the sphere and with slope $s$ at its surface. The kink means that it does not solve the Schr\"odinger equation. It is a root because no function in the basis has the boundary component that would detect the kink. This happens when there are fewer plane waves than $2l+1$. It also happens at a symmetric $\mathbf k$ if the chosen plane waves contain no combination of the required symmetry. Full rank alone does not remove the fault. Just off such a $\mathbf k$ the rank is full but some singular values $\sigma$ of $A$ are small, and the weak-coupling formula of the first section then puts nearly the same kinked functions at roots shifted from $E_n$ by an amount of order $b^2\sigma^2$; these are roots of $M$ as well. The remedy is to add plane waves until none of the $2l+1$ singular values of $A$ is small. A root at $E_n$ with $x\neq0$, like the one at $\mathbf k_2$, is of a different kind.

Q: And does the border turn the problem into a linear eigenvalue problem?

A: No. $\tilde D$ and the other $D_{l'}$ still depend on energy, so $\mathcal K(E)$ has to be followed in $E$. If the basis functions are frozen at an energy $E_0$, then $a_E$ is linear in $E$, and one obtains
\begin{equation}
\mathcal K(E_0)\,v=(E-E_0)\,S(E_0)\,v .
\end{equation}
This equation is also the first-order expansion of $\mathcal K(E)v=0$ about $E_0$. It can be set up at $E_0=E_n$, where the chosen channel contains $\varphi$ and $\dot\varphi$. Its range is limited by the curvature in energy of $\tilde D$ and of the other $D_{l'}$, which becomes large near a pole that has not been given a border. The values behind the comparisons made here are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
V0 = 4.0 hartree, R = 2.0 bohr, a = 4.4 bohr, l = 2, lmax = 16
APWs: 251 (small set 123); plane waves: 1419 (small set 925)
Dirichlet level E_n = 2.66308453 hartree
E_n from polynomial basis = 2.66308453 hartree
|phi'(R)| = 1.140015 bohr^-5/2
|b| = R^2 |phi'(R)|/2 = 2.280031 hartree bohr^3/2
residue of D, from slope   = 5.19854018 hartree
residue of D, from contour = 5.19854018 hartree
E-E_n (hartree), D, smooth D (dimensionless):
   -0.100      -50.81996     1.165445
   -0.010     -518.78699     1.067032
   -0.001    -5197.48308     1.057096
    0.001     5199.59506     1.054886
    0.010      520.89895     1.044929
    0.100       52.92978     0.944376
smooth D at E_n = 1.05599142
log derivative of orthogonal phidot at E_n = 1.05599142
Quadrature at E = E_n + 0.05 hartree:
  a(phi,phi) = -0.05000000 hartree
  |a(phi,chi)| = 2.28003074 hartree bohr^3/2
  a(chi,chi) = 1.00046017 hartree bohr^3; R Dsmooth/2 = 1.00046017 hartree bohr^3
  integral chi^2 r^2 dr = 1.116109 bohr^3
  largest Schur error = 5.5e-12 hartree
negative eigenvalues (M, K) at E_n-0.05 hartree: (18, 18)
negative eigenvalues (M, K) at E_n+0.05 hartree: (14, 19)
k1 in units of pi/a: [0.5 0.3 0.2]
states below E_n at k1: bordered 23, plane waves 23
band, small APW set, APW set, plane waves (hartree):
  21    2.462962    2.462909    2.462909
  22    2.590754    2.590435    2.590428
  23    2.635233    2.635173    2.635172
  24    2.802967    2.802895    2.802893
plane-wave change between sets, these bands: 2.7e-06 hartree
k2 in units of pi/a: [0.440008 0.264005 0.132002]
band 23 at k2, plane waves = 2.663079 hartree
l=2 boundary amplitude of the state = 4.5e-16 bohr^-3/2
local-orbital weight: bordered 0.15678, plane waves 0.15678
pole order of det M at E_n: k1 4.9992, k2 4.0009
\end{verbatim}
